# Cyclic convolution and the local potential in a plane-wave basis: a numerical check

```python
"""
Result under test: the coefficients of a pointwise product on an N-point grid
are the cyclic convolution of the coefficients of the factors. Consequently
    (Vc)(m) = sum over m' of V(m-m') c(m')
follows from two transforms and one product, if the grid avoids wrap-around.

Convention: f_j = sum_m F_m exp(+2 pi i m j/N),
            F_m = (1/N) sum_j f_j exp(-2 pi i m j/N).
M: largest basis index; K: largest index in V; N: grid points per axis.
c: plane-wave coefficients; psi: their values on the grid.
Energies are in hartree, lengths in bohr.
"""
import itertools
import numpy as np
from scipy.integrate import quad
from scipy.special import iv

rng = np.random.default_rng(7)


def random_complex(n):
    return rng.normal(size=n) + 1j * rng.normal(size=n)


def to_grid(coefficients):
    return np.fft.ifftn(coefficients) * coefficients.size


def to_coefficients(values):
    return np.fft.fftn(values) / values.size


def wrap(indices, shape):
    table = np.reshape(indices, (len(indices), -1))
    return tuple((table % np.array(shape)).T)


def fold(indices, values, shape):
    """Put each coefficient at its index modulo the grid size."""
    box = np.zeros(shape, dtype=complex)
    np.add.at(box, wrap(indices, shape), values)
    return box


def apply_potential(k, v, m, c, shape):
    v_grid = to_grid(fold(k, v, shape))
    psi = to_grid(fold(m, c, shape))
    return to_coefficients(v_grid * psi)[wrap(m, shape)]


def linear_sum(k, v, m, c, targets):
    """Explicit sum without any wrap-around."""
    table = {int(a): b for a, b in zip(k, v)}
    return np.array([sum(table.get(int(t - p), 0) * cp
                         for p, cp in zip(m, c)) for t in targets])


def cell_integral(function, m):
    """Average of exp(-i m theta) function(theta) over one period."""
    def integrand(t):
        return np.exp(-1j * m * t) * function(t)
    re = quad(lambda t: integrand(t).real, 0, 2 * np.pi)[0]
    im = quad(lambda t: integrand(t).imag, 0, 2 * np.pi)[0]
    return (re + 1j * im) / (2 * np.pi)


def show(z):
    re, im = round(z.real, 5) + 0.0, round(z.imag, 5) + 0.0
    return f"{re:+.5f} {im:+.5f}i"


# Orthogonality and the cyclic theorem, from the defining sums
for n in (7, 12):
    points = np.arange(n)
    wave = np.exp(2j * np.pi * np.outer(points, points) / n)
    assert np.allclose(wave.conj().T @ wave / n, np.eye(n), atol=1e-12)
    F, C = random_complex(n), random_complex(n)
    f, g = wave @ F, wave @ C
    cyclic = [sum(F[(m - p) % n] * C[p] for p in range(n)) for m in range(n)]
    assert np.allclose(wave.conj() @ (f * g) / n, cyclic, atol=1e-11)
    assert np.allclose(to_grid(F), f, atol=1e-11)
    assert np.allclose(to_coefficients(f), F, atol=1e-11)

# Smallest safe grid, and the two false terms on the grid one point smaller
for M, K in ((2, 4), (3, 3), (3, 2), (4, 8)):
    m, k = np.arange(-M, M + 1), np.arange(-K, K + 1)
    c, v = random_complex(m.size), random_complex(k.size)
    exact = linear_sum(k, v, m, c, m)
    safe = apply_potential(k, v, m, c, (2 * M + K + 1,))
    assert np.allclose(safe, exact, atol=1e-11)
    spoiled = apply_potential(k, v, m, c, (2 * M + K,))
    predicted = exact.copy()
    predicted[-1] += v[0] * c[0]
    predicted[0] += v[-1] * c[-1]
    assert np.allclose(spoiled, predicted, atol=1e-11)
    assert np.max(np.abs(spoiled - exact)) > 1e-3

# Three plane waves in one dimension
m = np.arange(-1, 2)
k = np.arange(-2, 3)
c = np.array([0.48, 0.80, 0.36])
v = np.array([0.05, -0.20, 0.00, -0.20, 0.05])


def psi_of(t):
    return np.sum(c * np.exp(1j * m * t))


def v_of(t):
    return np.sum(v * np.exp(1j * k * t)).real


v_grid = to_grid(fold(k, v, (5,)))
psi = to_grid(fold(m, c, (5,)))
product = v_grid * psi
theta = 2 * np.pi * np.arange(5) / 5
assert np.allclose(v_grid, [v_of(t) for t in theta], atol=1e-13)
assert np.allclose(psi, [psi_of(t) for t in theta], atol=1e-13)
from_grid = to_coefficients(product)[k % 5]
from_sum = linear_sum(k, v, m, c, k)
from_integral = np.array([cell_integral(lambda t: v_of(t) * psi_of(t), q)
                          for q in k])
assert np.allclose(from_sum, from_integral, atol=1e-9)
assert np.allclose(from_grid[1:4], from_integral[1:4], atol=1e-9)
assert min(abs(from_grid - from_sum)[[0, 4]]) > 0.01
four_points = apply_potential(k, v, m, c, (4,))
energy = np.sum(c * from_grid[1:4]).real
energy_grid = np.mean(v_grid.real * np.abs(psi) ** 2)
energy_integral = cell_integral(lambda t: v_of(t) * abs(psi_of(t)) ** 2, 0)
assert abs(energy - energy_integral) < 1e-9
assert abs(energy_grid - energy_integral) < 1e-9

print("1D model, energies in hartree; c has no unit")
print("c(-1), c(0), c(1):", *[f"{x:.2f}" for x in c])
print("V(-2)...V(2):", *[f"{x:+.2f}" for x in v])
print("N=5: j | V_j | psi_j | V_j psi_j")
for j in range(5):
    print(f"{j} | {v_grid[j].real:+.5f} | {show(psi[j])} | {show(product[j])}")
print("N=5: m | from grid | linear sum | cell integral")
for q, a, b, d in zip(k, from_grid, from_sum, from_integral):
    print(f"{q:+d} | {a.real:+.5f} | {b.real:+.5f} | {d.real:+.5f}")
print("N=4, m=-1,0,1:", *[f"{x.real:+.5f}" for x in four_points])
print(f"<V>, N=5: {energy:.5f} hartree")
print(f"<V>, N=4: {np.sum(c * four_points).real:.5f} hartree")

# Sampling a potential that has components beyond the grid
strength = -0.1


def v_exp(t):
    return strength * np.exp(np.cos(t))


sampled_v = to_coefficients(v_exp(theta))
for q in range(5):
    folded = strength * sum(iv(abs(q + 5 * s), 1.0) for s in range(-8, 9))
    assert abs(sampled_v[q] - folded) < 1e-13
v_cut = strength * iv(np.abs(k), 1.0)
exact_1 = cell_integral(lambda t: v_exp(t) * psi_of(t), 1).real
filtered_1 = apply_potential(k, v_cut, m, c, (5,))[2].real
sampled_1 = to_coefficients(v_exp(theta) * psi)[1].real
assert abs(filtered_1 - exact_1) < 1e-9
assert abs(sampled_1 - exact_1) > 1e-4
print(f"V = A exp(cos theta), A = {strength:.1f} hartree, N=5, same c")
print(f"V(2) true, sampled: {v_cut[4]:.6f}, {sampled_v[2].real:.6f} hartree")
print(f"(Vc)(1) cell integral: {exact_1:.6f} hartree")
print(f"(Vc)(1) V cut first: {filtered_1:.6f} hartree")
print(f"(Vc)(1) V sampled uncut: {sampled_1:.6f} hartree")

# Multiplications counted while a radix-2 transform runs
multiplications = 0


def radix2(x, sign):
    global multiplications
    n = len(x)
    if n == 1:
        return x
    even, odd = radix2(x[::2], sign), radix2(x[1::2], sign)
    turned = np.exp(sign * 2j * np.pi * np.arange(n // 2) / n) * odd
    multiplications += turned.size
    return np.concatenate([even + turned, even - turned])


print("complex multiplications: M | N | direct | two FFTs + product")
for M in (1, 3, 7, 15, 63, 255):
    n = 1
    while n < 4 * M + 1:
        n *= 2
    basis, diff = np.arange(-M, M + 1), np.arange(-2 * M, 2 * M + 1)
    coeff, pot = random_complex(basis.size), random_complex(diff.size)
    matrix = pot[basis[:, None] - basis[None, :] + 2 * M]
    stored_v = to_grid(fold(diff, pot, (n,))) / n
    multiplications = 0
    grid_psi = radix2(fold(basis, coeff, (n,)), +1)
    grid_product = stored_v * grid_psi
    multiplications += grid_product.size
    result = radix2(grid_product, -1)[basis % n]
    assert np.allclose(result, matrix @ coeff, atol=1e-9)
    assert multiplications == n * (np.log2(n) + 1)
    print(f"{M} | {n} | {matrix.size} | {multiplications}")

# Two Gaussian wells in a face-centred cubic cell
a, cutoff, depth, width = 10.0, 4.0, 1.0, 1.0
cell = a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
reciprocal = 2 * np.pi * np.linalg.inv(cell).T
volume = abs(np.linalg.det(cell))
centres = np.array([[0.0, 0.0, 0.0], [0.25, 0.25, 0.25]])
weights = np.array([1.0, 0.5])


def v_gauss(q):
    g2 = np.sum((q @ reciprocal) ** 2, axis=-1)
    structure = np.exp(-2j * np.pi * (q @ centres.T)) @ weights
    size = depth * (2 * np.pi) ** 1.5 * width ** 3 / volume
    return -size * np.exp(-width ** 2 * g2 / 2) * structure


bound = int(np.sqrt(2 * cutoff) * np.linalg.norm(cell[0]) / (2 * np.pi)) + 1
trial = np.array(list(itertools.product(range(-bound, bound + 1), repeat=3)))
trial_g2 = np.sum((trial @ reciprocal) ** 2, axis=1)
sphere = trial[trial_g2 / 2 <= cutoff]
g2 = trial_g2[trial_g2 / 2 <= cutoff]
M = int(np.max(np.abs(sphere)))
c3 = np.exp(-2j * np.pi * sphere @ np.array([0.1, 0.2, 0.3])) / (1 + g2)
c3 /= np.linalg.norm(c3)
direct = v_gauss(sphere[:, None, :] - sphere[None, :, :]) @ c3
q3 = np.array(list(itertools.product(range(-2 * M, 2 * M + 1), repeat=3)))
v3 = v_gauss(q3)

# The Fourier formula of the wells against their sum in real space;
# the tolerance covers the components cut off beyond 2M.
n = 4 * M + 1
fractions = np.array(list(itertools.product(range(n), repeat=3))) / n
real_space = np.zeros(len(fractions))
for image in itertools.product(range(-2, 3), repeat=3):
    for centre, weight in zip(centres, weights):
        distance = (fractions - centre - np.array(image)) @ cell
        r2 = np.sum(distance ** 2, axis=1)
        real_space -= depth * weight * np.exp(-r2 / (2 * width ** 2))
assert np.allclose(to_grid(fold(q3, v3, (n,) * 3)).ravel(), real_space,
                   rtol=0, atol=1e-6)

print(f"3D fcc model: a = {a:.1f} bohr, cutoff = {cutoff:.1f} hartree")
print(f"well depths: {depth * weights[0]:.1f}, {depth * weights[1]:.1f} "
      f"hartree; width = {width:.1f} bohr")
print(f"plane waves: {len(sphere)}; M per axis: {M}")
print(f"direct products: {len(sphere) ** 2}; grid points at N={n}: {n ** 3}")
print("N per axis | relative error of Vc")
errors = {}
for n in range(2 * M + 1, 4 * M + 2):
    trial_result = apply_potential(q3, v3, sphere, c3, (n,) * 3)
    errors[n] = np.linalg.norm(trial_result - direct) / np.linalg.norm(direct)
    print(f"{n} | {errors[n]:.1e}")
assert errors[4 * M + 1] < 1e-12
assert errors[2 * M + 1] > 1e-3

print("tests ok")
```

Running it gives:

```
1D model, energies in hartree; c has no unit
c(-1), c(0), c(1): 0.48 0.80 0.36
V(-2)...V(2): +0.05 -0.20 +0.00 -0.20 +0.05
N=5: j | V_j | psi_j | V_j psi_j
0 | -0.30000 | +1.64000 +0.00000i | -0.49200 +0.00000i
1 | -0.20451 | +1.05957 -0.11413i | -0.21669 +0.02334i
2 | +0.35451 | +0.12043 -0.07053i | +0.04269 -0.02500i
3 | +0.35451 | +0.12043 +0.07053i | +0.04269 +0.02500i
4 | -0.20451 | +1.05957 +0.11413i | -0.21669 -0.02334i
N=5: m | from grid | linear sum | cell integral
-2 | -0.03800 | -0.05600 | -0.05600
-1 | -0.14200 | -0.14200 | -0.14200
+0 | -0.16800 | -0.16800 | -0.16800
+1 | -0.13600 | -0.13600 | -0.13600
+2 | -0.00800 | -0.03200 | -0.03200
N=4, m=-1,0,1: -0.12400 -0.16800 -0.11200
<V>, N=5: -0.25152 hartree
<V>, N=4: -0.23424 hartree
V = A exp(cos theta), A = -0.1 hartree, N=5, same c
V(2) true, sampled: -0.013575, -0.015792 hartree
(Vc)(1) cell integral: -0.097307 hartree
(Vc)(1) V cut first: -0.097307 hartree
(Vc)(1) V sampled uncut: -0.098611 hartree
complex multiplications: M | N | direct | two FFTs + product
1 | 8 | 9 | 32
3 | 16 | 49 | 80
7 | 32 | 225 | 192
15 | 64 | 961 | 448
63 | 256 | 16129 | 2304
255 | 1024 | 261121 | 11264
3D fcc model: a = 10.0 bohr, cutoff = 4.0 hartree
well depths: 1.0, 0.5 hartree; width = 1.0 bohr
plane waves: 113; M per axis: 3
direct products: 12769; grid points at N=13: 2197
N per axis | relative error of Vc
7 | 5.1e-03
8 | 5.9e-05
9 | 1.1e-06
10 | 5.3e-09
11 | 2.6e-12
12 | 7.0e-16
13 | 3.9e-16
tests ok
```
